# Full-travel stability of a charge-isolated spring plate with parasitic capacitance: a program that tests the result

```python
"""
Result under test: a plate on a linear spring, moving without tilt and holding
a fixed total charge shared with a parallel parasitic capacitance, is stable
over its whole travel exactly when parasitic / initial gap capacitance <= 1/2.
For a larger ratio r, stability ends at travel fraction (1 + r) / (3 r).

Symbols: u = displacement / initial gap; r = parasitic / initial capacitance;
Q = total charge; Q_full = sqrt(2 C0 k d^2), with C0 the initial capacitance,
k the spring constant and d the initial gap. SI units are used internally.
Travel limits are found by following the first minimum of the energy.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar

# Rough typical values for a surface-micromachined polysilicon plate
side = 100e-6
gap0 = 2e-6
thickness = 2e-6
spring = 5.0
temperature = 300.0
density = 2330.0             # silicon, rough
work_function = 4.0 * sc.e   # rough
doping = 1e25                # per cubic metre
paschen_minimum = 300.0      # volt, rough
area = side**2
C0 = sc.epsilon_0 * area / gap0
energy_unit = spring * gap0**2
Q_full = np.sqrt(2 * C0 * energy_unit)
grid = np.linspace(0.0, 1.0, 20000, endpoint=False)


def gap_capacitance(u, fringe=False):
    gap = gap0 * (1 - u)
    value = sc.epsilon_0 * area / gap
    if fringe:  # thin-strip edge estimate applied to both pairs of edges
        value = value + (2 * sc.epsilon_0 * side / np.pi
                         * (1 + np.log(2 * np.pi * side / gap)))
    return value


def energy(u, Q, r, fringe=False, casimir=False):
    """Potential energy in units of k d^2."""
    total_C = gap_capacitance(u, fringe) + r * C0
    value = 0.5 * spring * (gap0 * u)**2 + Q**2 / (2 * total_C)
    if casimir:  # ideal-metal parallel plates at zero temperature
        gap = gap0 * (1 - u)
        value = value - np.pi**2 * sc.hbar * sc.c * area / (720 * gap**3)
    return value / energy_unit


def first_minimum(Q, r, **effects):
    """Grid index of the minimum reached from the open state, or None."""
    rising = np.diff(energy(grid, Q, r, **effects)) > 0
    return int(np.argmax(rising)) if rising.any() else None


def follow_to_collapse(r, **effects):
    """Largest charge with a minimum reached from rest, and its travel."""
    # At the upper starting charge no minimum may remain before contact.
    low, high = 0.0, Q_full * (4 + r)
    assert first_minimum(high, r, **effects) is None
    for _ in range(60):
        middle = 0.5 * (low + high)
        if first_minimum(middle, r, **effects) is None:
            high = middle
        else:
            low = middle
    return low, grid[first_minimum(low, r, **effects)]


def equilibrium(Q, r):
    i = first_minimum(Q, r)
    bounds = (grid[max(i - 1, 0)], grid[min(i + 1, len(grid) - 1)])
    found = minimize_scalar(lambda u: energy(u, Q, r), bounds=bounds,
                            method="bounded", options={"xatol": 1e-11})
    return found.x


def voltage(u, Q, r):
    return Q / (gap_capacitance(u) + r * C0)


def stiffness_ratio(u, Q, r):
    h = 1e-4
    return (energy(u + h, Q, r) - 2 * energy(u, Q, r)
            + energy(u - h, Q, r)) / h**2


# Travel limits and limiting charges; grid spacing sets the tolerances.
limits = {}
for r in (0.0, 0.2, 0.5, 0.55, 1.0, 2.0, 200.0):
    Q_limit, u_limit = follow_to_collapse(r)
    limits[r] = (Q_limit, u_limit)
    if r <= 0.5:
        predicted_u, predicted_q2 = 1.0, 1.0
    else:
        predicted_u = (1 + r) / (3 * r)
        predicted_q2 = 4 * (1 + r)**3 / (27 * r)
    assert abs(u_limit - predicted_u) < 2e-3, (r, u_limit, predicted_u)
    assert abs((Q_limit / Q_full)**2 / predicted_q2 - 1) < 1e-3, r

# Equilibrium charge, stiffness, voltage and field from the energy minimum.
for r, fraction in ((0.0, 0.7), (0.2, 0.4), (0.2, 0.8),
                    (0.5, 0.9), (2.0, 0.7), (2.0, 1.2)):
    Q = fraction * Q_full
    u = equilibrium(Q, r)
    assert abs(u * (1 + r * (1 - u))**2 / fraction**2 - 1) < 1e-5
    predicted_K = (1 + r - 3 * r * u) / (1 + r - r * u)
    assert abs(stiffness_ratio(u, Q, r) - predicted_K) < 1e-5
    V = voltage(u, Q, r)
    predicted_V = np.sqrt(2 * energy_unit / C0 * u) * (1 - u)
    assert abs(V / predicted_V - 1) < 1e-5
    field = V / (gap0 * (1 - u))
    predicted_field = np.sqrt(2 * spring * gap0 * u / (sc.epsilon_0 * area))
    assert abs(field / predicted_field - 1) < 1e-5

# Voltage maximum along stable fixed-charge states.
charges = np.linspace(0.3, 0.95, 261) * Q_full
states = np.array([equilibrium(Q, 0.2) for Q in charges])
voltages = voltage(states, charges, 0.2)
best = int(np.argmax(voltages))
V_peak, u_peak = voltages[best], states[best]
assert abs(u_peak - 1 / 3) < 5e-3
assert voltages[-1] < V_peak and stiffness_ratio(states[-1], charges[-1], 0.2) > 0

# Convexity up to closing charge, and its failure for a larger parasitic.
coarse = np.linspace(0, 1, 401, endpoint=False)
spacing = coarse[1] - coarse[0]


def least_curvature(Q, r):
    return np.diff(energy(coarse, Q, r), 2).min() / spacing**2


for r in (0.0, 0.25, 0.5):
    for fraction in (0.3, 0.7, 1.0):
        assert least_curvature(fraction * Q_full, r) > -1e-6
assert least_curvature(Q_full, 0.7) < -0.1

# For r = 2, contact holds above Q_full although an open state also exists.
for squared_ratio, contact_holds in ((0.98, False), (1.02, True)):
    Q = np.sqrt(squared_ratio) * Q_full
    end = energy(grid[-2:], Q, 2.0)
    assert (end[1] < end[0]) == contact_holds
    assert grid[first_minimum(Q, 2.0)] < 0.5

# Tilt stiffness by quadrature over locally parallel plate elements.
nodes, weights = np.polynomial.legendre.leggauss(40)
tilt_spring = sum((spring / 4) * (sign * side / 2)**2
                  for sign in (-1, -1, 1, 1))


def tilt_stiffness(Q, r):
    u = equilibrium(Q, r)
    gap = gap0 * (1 - u)
    angle = 0.01 * gap / (side / 2)

    def electric_energy(theta):
        local_gap = gap + theta * nodes * side / 2
        C = sc.epsilon_0 * side * (side / 2) * np.sum(weights / local_gap)
        return Q**2 / (2 * (C + r * C0))

    curvature = (electric_energy(angle) - 2 * electric_energy(0)
                 + electric_energy(-angle)) / angle**2
    predicted = -spring * gap0 * u * side**2 / (6 * gap)
    assert abs(curvature / predicted - 1) < 1e-3
    return tilt_spring + curvature


# The search variable is Q / Q_full, so the solver tolerance is meaningful.
tilt_limits = []
for r in (0.2, 0.5):
    ratio = brentq(lambda s: tilt_stiffness(s * Q_full, r) / tilt_spring,
                   0.5, 0.98)
    assert abs(tilt_stiffness(ratio * Q_full, r) / tilt_spring) < 1e-5
    tilt_limits.append(equilibrium(ratio * Q_full, r))
    assert abs(tilt_limits[-1] - 0.6) < 1e-3

# Sizes of neglected effects
casimir_limits = {r: follow_to_collapse(r, casimir=True)[1] for r in (0.2, 0.5)}
fringe_limits = {r: follow_to_collapse(r, fringe=True)[1] for r in (0.2, 0.5)}
fringe_share = gap_capacitance(0.0, True) / C0 - 1
field_max = np.sqrt(2 * spring * gap0 / (sc.epsilon_0 * area))
tunnel_exponent = (4 * np.sqrt(2 * sc.m_e) * work_function**1.5
                   / (3 * sc.hbar * sc.e * field_max))
depletion = sc.epsilon_0 * field_max / (sc.e * doping)
sag = density * area * thickness * sc.g / spring
thermal = np.sqrt(sc.k * temperature / spring)
hold_time = 100.0
leak_resistance = hold_time / (C0 * 1.2)

# Worked state
r_example = 0.2
Q_example = 0.8 * Q_full
u_example = equilibrium(Q_example, r_example)
V_example = voltage(u_example, Q_example, r_example)
K_example = spring * stiffness_ratio(u_example, Q_example, r_example)
gap_charge = V_example * gap_capacitance(u_example)

print(f"Plate side: {side*1e6:.0f} um")
print(f"Initial gap: {gap0*1e6:.1f} um")
print(f"Plate thickness: {thickness*1e6:.1f} um")
print(f"Spring constant: {spring:.1f} N/m")
print(f"Initial gap capacitance C0: {C0*1e15:.2f} fF")
print(f"Largest parasitic for full travel: {0.5*C0*1e15:.2f} fF")
print(f"Full-travel charge Q_full: {Q_full*1e12:.4f} pC")
for r in (0.2, 0.5, 0.55, 1.0, 2.0, 200.0):
    Q_limit, u_limit = limits[r]
    print(f"r={r:g}: followed travel limit {u_limit:.3f} of gap, "
          f"charge {Q_limit*1e12:.3f} pC")
print(f"Example r: {r_example:.1f}; charge: {Q_example*1e12:.4f} pC")
print(f"Example travel: {u_example:.4f} of gap = {u_example*gap0*1e6:.4f} um")
print(f"Example voltage: {V_example:.3f} V")
print(f"Example charge on gap capacitor: {gap_charge*1e12:.4f} pC")
print(f"Example charge on parasitic: {(Q_example-gap_charge)*1e12:.4f} pC")
print(f"Example net stiffness: {K_example:.3f} N/m")
print(f"Peak voltage: {V_peak:.3f} V at travel {u_peak:.3f} of gap")
print(f"Tilt limit, corner springs, r=0.2: {tilt_limits[0]:.4f} of gap")
print(f"Tilt limit, corner springs, r=0.5: {tilt_limits[1]:.4f} of gap")
for r in (0.2, 0.5):
    remaining = (1 - casimir_limits[r]) * gap0 * 1e9
    print(f"Casimir collapse, r={r:g}: remaining gap {remaining:.0f} nm")
print(f"Fringe addition to C0: {100*fringe_share:.1f} percent")
for r in (0.2, 0.5):
    print(f"Travel limit with fringe, r={r:g}: {fringe_limits[r]:.3f} of gap")
print(f"Rough gas-breakdown minimum: {paschen_minimum:.0f} V")
print(f"Peak voltage / rough breakdown minimum: {V_peak/paschen_minimum:.3f}")
print(f"Largest gap field: {field_max*1e-8:.3f} MV/cm")
print(f"Rough work function: {work_function/sc.e:.1f} eV")
print(f"Field-emission exponent: -{tunnel_exponent:.0f} (dimensionless)")
print(f"Silicon doping: {doping*1e-6:.1e} cm^-3")
print(f"Silicon depletion width: {depletion*1e9:.3f} nm")
print(f"Sag under weight: {sag*1e9:.3f} nm")
print(f"Thermal rms motion, free spring, {temperature:.0f} K: {thermal*1e9:.4f} nm")
print(f"Leak resistance for {hold_time:.0f} s decay, open gap, r=0.2: "
      f"{leak_resistance:.2e} ohm")
print("all good")
```

It prints:

```
Plate side: 100 um
Initial gap: 2.0 um
Plate thickness: 2.0 um
Spring constant: 5.0 N/m
Initial gap capacitance C0: 44.27 fF
Largest parasitic for full travel: 22.14 fF
Full-travel charge Q_full: 1.3307 pC
r=0.2: followed travel limit 1.000 of gap, charge 1.331 pC
r=0.5: followed travel limit 1.000 of gap, charge 1.331 pC
r=0.55: followed travel limit 0.939 of gap, charge 1.333 pC
r=1: followed travel limit 0.667 of gap, charge 1.449 pC
r=2: followed travel limit 0.500 of gap, charge 1.882 pC
r=200: followed travel limit 0.335 of gap, charge 103.209 pC
Example r: 0.2; charge: 1.0646 pC
Example travel: 0.5359 of gap = 1.0718 um
Example voltage: 10.212 V
Example charge on gap capacitor: 0.9742 pC
Example charge on parasitic: 0.0904 pC
Example net stiffness: 4.019 N/m
Peak voltage: 11.570 V at travel 0.334 of gap
Tilt limit, corner springs, r=0.2: 0.6000 of gap
Tilt limit, corner springs, r=0.5: 0.6000 of gap
Casimir collapse, r=0.2: remaining gap 111 nm
Casimir collapse, r=0.5: remaining gap 155 nm
Fringe addition to C0: 8.6 percent
Travel limit with fringe, r=0.2: 1.000 of gap
Travel limit with fringe, r=0.5: 0.895 of gap
Rough gas-breakdown minimum: 300 V
Peak voltage / rough breakdown minimum: 0.039
Largest gap field: 0.150 MV/cm
Rough work function: 4.0 eV
Field-emission exponent: -3636 (dimensionless)
Silicon doping: 1.0e+19 cm^-3
Silicon depletion width: 0.083 nm
Sag under weight: 0.091 nm
Thermal rms motion, free spring, 300 K: 0.0288 nm
Leak resistance for 100 s decay, open gap, r=0.2: 1.88e+15 ohm
all good
```
